# Why dark TM fringes fill with light in two-beam imaging

Two equal beams of 193 nm light cross in a photoresist of refractive index 1.7 and form fringes with a pitch of 90 nm. Their electric fields lie in the plane of incidence. Halfway between two neighbouring maxima of the transverse field, that field is zero, as in any good dark fringe. Yet the squared electric field there is 66 % of its value at the maxima. Where does it come from, and why does it sit at the places that should be dark?

## The two beams

Let \(z\) point down into the resist and \(x\) run across the fringes; nothing varies along \(y\). The resist is uniform, carries no free charge and, for now, absorbs nothing. Fields vary in time as \(e^{-i\omega t}\). The two coherent plane waves have wavevectors

\[
\mathbf k_\pm=(\pm k_x,0,k_z),\qquad k_x=k\sin\theta,\quad k_z=k\cos\theta,\quad k=\frac{2\pi n}{\lambda},
\]

where \(\lambda\) is the vacuum wavelength and \(n\) the resist index. With the electric field in the \(xz\) plane, the polarization is called TM, because the magnetic field is then purely along \(y\).

In a plane wave the electric field is perpendicular to the wavevector. For equal beams in phase at \(x=0\), this gives

\[
\mathbf E_\pm=E_0(\cos\theta,\,0,\,\mp\sin\theta)\,e^{i(\pm k_xx+k_zz)} .
\]

Indeed \(\mathbf k_\pm\cdot\mathbf E_\pm\) is proportional to \(\pm\sin\theta\cos\theta\mp\cos\theta\sin\theta=0\). The \(x\) components of the two beams have the same sign and the \(z\) components have opposite signs. The first pair therefore adds to a cosine and the second to a sine:

\[
E_x=2E_0\cos\theta\,\cos(k_xx)\,e^{ik_zz},
\]
\[
E_z=-2iE_0\sin\theta\,\sin(k_xx)\,e^{ik_zz}.
\]

The squares of these components repeat when \(k_xx\) grows by \(\pi\), so the pitch is

\[
P=\frac{\pi}{k_x}=\frac{\lambda}{2n\sin\theta}.
\]

For the example, \(\sin\theta=193/(2\times1.7\times90)=0.631\), and \(\theta=39.1^\circ\). The transverse field vanishes at \(x=P/2=45\) nm, where the longitudinal field has its full amplitude \(2E_0\sin\theta=1.26\,E_0\). The largest transverse amplitude, at \(x=0\), is \(2E_0\cos\theta=1.55\,E_0\).

## What Gauss's law demands

The sums show that the longitudinal field is there. Gauss's law shows why it cannot be left out. In a uniform medium without free charge it reads

\[
\frac{\partial E_x}{\partial x}+\frac{\partial E_z}{\partial z}=0 .
\]

Both beams advance in depth with the same factor \(e^{ik_zz}\), so \(\partial/\partial z\) amounts to multiplication by \(ik_z\). Hence \(ik_zE_z=-\partial E_x/\partial x\), and since \(-1/i=i\),

\[
E_z=\frac{i}{k_z}\frac{\partial E_x}{\partial x}.
\]

The longitudinal field follows the slope of the transverse field, not its size. A cosine passes through zero by changing sign, and there its slope is steepest. The zero of \(E_x\) is therefore the peak of \(|E_z|\). Inserting the cosine gives \(-2iE_0(k_x/k_z)\cos\theta\sin(k_xx)e^{ik_zz}\), and \(k_x/k_z=\tan\theta\) returns the expression found by adding the beams.

A count of field lines makes this concrete. Just to the left of the dark fringe \(E_x\) points one way, and just to the right it points the other way. At some instants the transverse field points into the fringe from both sides. With no charge there for the lines to end on, they must turn and leave along \(z\).

Take a box centred on the dark fringe at \(z=0\), with half-width \(w=10\) nm and half-height \(h=\pi/(2k_z)=36.6\) nm. At \(t=0\) the real fields are

\[
E_x=2E_0\cos\theta\cos(k_xx)\cos(k_zz),
\]
\[
E_z=2E_0\sin\theta\sin(k_xx)\sin(k_zz),
\]

the second because the real part of \(-ie^{i\alpha}\) is \(\sin\alpha\). At the side walls \(k_xx=\pi/2\pm k_xw\), where the cosine equals \(\mp\sin(k_xw)\). The integral of \(\cos(k_zz)\) from \(-h\) to \(h\) is \(2/k_z\). The outward flux through the sides, per unit length along \(y\), is the right wall minus the left:

\[
\Phi_{\rm side}=2E_0\cos\theta\,[-2\sin(k_xw)]\,\frac{2}{k_z}
=-\frac{8E_0\cos\theta\sin(k_xw)}{k_z}.
\]

At the top and bottom \(\sin(k_zz)=\mp1\), and the integral of \(\sin(k_xx)\) across the box is \(2\sin(k_xw)/k_x\). Hence

\[
\Phi_{\rm ends}=2E_0\sin\theta\,[1-(-1)]\,\frac{2\sin(k_xw)}{k_x}
=\frac{8E_0\sin\theta\sin(k_xw)}{k_x}.
\]

Since \(\cos\theta/k_z=\sin\theta/k_x=1/k\), the two cancel. With \(k_x=0.0349\) nm\(^{-1}\) and \(k_z=0.0429\) nm\(^{-1}\), they are \(-49.4\) and \(+49.4\,E_0\) nm. If \(E_z\) were removed, the first number would stand alone, and the box would have to contain charge.

## How much light fills the fringe

"Light" here means \(|\mathbf E|^2=|E_x|^2+|E_z|^2\). This quantity sets the absorption rate if the absorbing molecules respond through their electric dipoles and have no preferred orientation. Perpendicular components contribute separately, without a cross term. Using \(\cos^2\phi=(1+\cos2\phi)/2\) and \(\sin^2\phi=(1-\cos2\phi)/2\) with \(\phi=k_xx\),

\[
\begin{aligned}
|\mathbf E|^2&=4E_0^2\left[\cos^2\theta\cos^2\phi+\sin^2\theta\sin^2\phi\right]\\
&=2E_0^2\left[1+(\cos^2\theta-\sin^2\theta)\cos2\phi\right]\\
&=2E_0^2\left[1+\cos2\theta\,\cos(2k_xx)\right].
\end{aligned}
\]

At the maximum of \(E_x\) this is \(4E_0^2\cos^2\theta=2.41\,E_0^2\), and at its zero it is \(4E_0^2\sin^2\theta=1.59\,E_0^2\). Their ratio is

\[
\frac{|\mathbf E|^2_{\rm dark}}{|\mathbf E|^2_{\rm bright}}=\tan^2\theta=0.66 .
\]

The names "dark" and "bright" refer to \(E_x\) throughout. The signed contrast, bright minus dark over their sum, is \(\cos2\theta=0.204\).

At small angles the fill ratio is close to \(\theta^2\), with \(\theta\) in radians, and the longitudinal field hardly matters. At \(45^\circ\) the two components have equal peaks and \(|\mathbf E|^2\) is uniform. The field still changes from place to place, from purely transverse to purely longitudinal, but an absorber without preferred orientation cannot tell. Beyond \(45^\circ\) the zeros of \(E_x\) are the brighter places and the image is reversed.

Substituting \(\sin\theta=\lambda/(2nP)\) gives the contrast in terms of pitch:

\[
C_{\rm TM}=1-2\sin^2\theta=1-\frac{\lambda^2}{2n^2P^2}.
\]

It vanishes at \(P=\lambda/(\sqrt2\,n)=80.3\) nm for this resist. Going from 90 nm to 80.3 nm, at fixed wavelength and index, removes all that remains of the TM contrast.

The index matters just as much. Refraction at a flat surface preserves \(k_x\), so the pitch is the same in the water above the resist, while the angle is not. With a water index of 1.44 the beams there make \(48.1^\circ\) with the normal, and the contrast of the two downward beams is \(-0.109\). The same pair of beams has a reversed image in the water and an upright one in the resist. A TM image computed in the water would thus give the wrong sign for the exposure.

## The polarization that stays dark

Now turn the electric field along \(y\), the TE polarization. Both beams point the same way and

\[
E_y=2E_0\cos(k_xx)e^{ik_zz}.
\]

This has the same steep slope along \(x\), but Gauss's law contains \(\partial E_y/\partial y\), which is zero. No other component is needed, the dark fringe has no electric field, and the contrast is 1. It is the slope of a field component along its own direction that calls for a partner.

If TE and TM light are present with equal beam amplitudes in the resist, their squared fields add:

\[
\begin{aligned}
|\mathbf E|^2&=2E_0^2(1+\cos2\phi)+2E_0^2(1+\cos2\theta\cos2\phi)\\
&=4E_0^2\left[1+\tfrac12(1+\cos2\theta)\cos2\phi\right].
\end{aligned}
\]

Since \((1+\cos2\theta)/2=\cos^2\theta\), the contrast is 0.60 in the example.

## How energy reaches the dark fringe

The magnetic field raises a puzzle. The \(y\) component of Faraday's law, \(i\omega\mu_0H_y=\partial_zE_x-\partial_xE_z\), gives

\[
\begin{aligned}
i\omega\mu_0H_y&=2iE_0\,(k_z\cos\theta+k_x\sin\theta)\cos(k_xx)e^{ik_zz}\\
&=2iE_0k\cos(k_xx)e^{ik_zz}.
\end{aligned}
\]

So \(H_y\) vanishes together with \(E_x\). The downward energy flux \(S_z=\tfrac12{\rm Re}(E_xH_y^*)\) is then zero in the dark fringe at every depth. How can resist be exposed where no energy flows down?

The answer needs absorption. Let the permittivity be \(\varepsilon=\varepsilon'+i\varepsilon''\). The lateral wavenumber \(k_x\) stays real, being set from outside, while \(k_z\) becomes complex. Write \(H_y=H_0\cos(k_xx)e^{ik_zz}\). The \(z\) component of Ampère's law, \(\partial_xH_y=-i\omega\varepsilon E_z\), gives

\[
E_z=\frac{i}{\omega\varepsilon}\frac{\partial H_y}{\partial x}
=-\frac{ik_xH_0}{\omega\varepsilon}\sin(k_xx)e^{ik_zz}.
\]

The sideways flux is \(S_x=-\tfrac12{\rm Re}(E_zH_y^*)\). Let \(A=|H_0|^2e^{-2\,{\rm Im}(k_z)z}\), and note that \({\rm Re}(i/\varepsilon)=\varepsilon''/|\varepsilon|^2\). Then

\[
S_x=\frac{k_xA}{2\omega}\frac{\varepsilon''}{|\varepsilon|^2}\sin(k_xx)\cos(k_xx)
=\frac{k_xA\,\varepsilon''}{4\omega|\varepsilon|^2}\sin(2k_xx).
\]

Its derivative contains \(2k_x\cos(2k_xx)\), which is \(-2k_x\) at the dark fringe. The inflow there is

\[
-\frac{\partial S_x}{\partial x}=\frac{k_x^2A\,\varepsilon''}{2\omega|\varepsilon|^2}
=\tfrac12\omega\varepsilon''|E_z|^2 ,
\]

where the last step uses \(|E_z|^2=k_x^2A/(\omega^2|\varepsilon|^2)\). The right-hand side is the power absorbed per unit volume. On the centre line of the dark fringe the absorbed power comes entirely from the sides, out of the bright fringes. Away from that line \(S_z\) no longer vanishes and supplies part of it: the sides deliver about 90 % of the power absorbed within 10 nm of the zero, and about 58 % of that absorbed in the half of the pitch centred on it. Without absorption \(S_x\) is zero and no steady supply is needed.

Weak absorption hardly alters the fill ratio. Gauss's law now gives \(k_x^2/|k_z|^2\) at any given depth. With an extinction coefficient of 0.02 the ratio moves only from 0.6606 to 0.6602.

## When zero and peak part company

Suppose the beams have unequal real amplitudes \(a\) and \(b\). Then

\[
E_x=\cos\theta\,(ae^{i\phi}+be^{-i\phi})e^{ik_zz},
\]
\[
E_z=-\sin\theta\,(ae^{i\phi}-be^{-i\phi})e^{ik_zz}.
\]

The squared brackets are \(a^2+b^2\pm2ab\cos2\phi\), with the plus sign for \(E_x\). The transverse field no longer reaches zero, but \(|E_z|\) still peaks at its minimum. Adding the squares gives

\[
|\mathbf E|^2=a^2+b^2+2ab\cos2\theta\cos2\phi,
\]

so the contrast is multiplied by \(2ab/(a^2+b^2)\). For \(b=0.9a\) it falls from 0.204 to 0.203.

A third beam along \(z\), of equal amplitude and in phase at \(z=0\), does break the coincidence. It has no longitudinal field, and in that plane

\[
E_x=E_0(1+2\cos\theta\cos\phi),\qquad E_z=-2iE_0\sin\theta\sin\phi .
\]

The constant shifts the zero of \(E_x\) away from the steepest slope, to \(\cos\phi=-1/(2\cos\theta)\), which exists for \(\theta\le60^\circ\). There \(|E_z|^2\) is the fraction

\[
\sin^2\phi=1-\frac{1}{4\cos^2\theta}=0.58
\]

of its peak. The zero lies at 65.1 nm, while \(|E_z|\) still peaks at 45 nm. Gauss's law holds as before; the symmetry of the two-beam image is what has gone.

Reflection from the substrate leaves the lateral positions alone but changes the strengths. For an upward wave \(k_z\) changes sign, so \(E_z\) reverses relative to \(E_x\). If \(\rho\) is the upward amplitude of \(E_x\) relative to the downward one at \(z=0\), the depth factors are \(e^{ik_zz}+\rho e^{-ik_zz}\) for \(E_x\) and \(e^{ik_zz}-\rho e^{-ik_zz}\) for \(E_z\). The fill ratio becomes

\[
\tan^2\theta\,\left|\frac{1-\rho e^{-2ik_zz}}{1+\rho e^{-2ik_zz}}\right|^2,
\]

which swings between \(\tan^2\theta\,[(1-r)/(1+r)]^2\) and \(\tan^2\theta\,[(1+r)/(1-r)]^2\), with \(r=|\rho|\). A reflectivity of 0.5 % means \(r=\sqrt{0.005}=0.071\). This small number moves the local ratio between 0.50 and 0.88, with a period in depth of \(\pi/k_z=73\) nm.

## Beside a real exposure

The example lies in the regime of water-immersion lithography with an argon fluoride laser. The indices, the extinction coefficient, the 100 nm film and the 0.5 % reflectivity are rough typical values. The last assumes a tuned anti-reflection coating under the resist; bare silicon would reflect roughly half of the power, and the swing of the fill ratio with depth would be far larger. Each beam uses a numerical aperture of \(n\sin\theta=193/180=1.07\), within the reach of immersion lenses, which extends beyond 1.3. Among absorption, a 10 % difference in beam amplitude, a shift of the illumination by 0.1 in numerical aperture, and reflection, all at the values used here, reflection causes the largest local change in the fill ratio. Averaged through the film, without absorption, the fill ratio lies between 0.62 and 0.70 depending on the phase of the reflection, about 6 % either side of 0.66. Real sources also illuminate the mask from a range of angles. Shifting both beams by 0.1 in numerical aperture lowers the contrast at any one depth from 0.204 to 0.200. The two beams then have different \(k_z\), so the fringes also move sideways with depth, by 7.6 nm over 100 nm. Two mutually incoherent pairs shifted by \(+0.1\) and \(-0.1\) move in opposite directions, and their summed contrast falls to 0.172 at 100 nm from the plane where their fringes coincide. Chemical blur during the bake after exposure is left out, so these figures describe the optical exposure and not the developed line. For dense lines imaged by two such beams, the model favours TE light, with its electric field along the lines. The input values and the main results are listed in the numerical output below.

## Values computed for the example and the checks

```
Vacuum wavelength: 193.0 nm
Pitch of the image: 90.0 nm
Resist index (rough): 1.70
Resist extinction coefficient (rough): 0.020
Water index (rough): 1.44
Film thickness (rough): 100.0 nm
Substrate reflectivity (rough): 0.50 %
Numerical aperture used by each beam: 1.0722
Beam angle in resist: 39.10 degrees
Beam angle in water: 48.12 degrees
kx: 0.03491 1/nm
kz in resist: 0.04295 1/nm
Position where Ex vanishes: 45.00 nm
Position where |Ez| peaks: 45.00 nm
Peak |Ex|: 1.5520 E0
Peak |Ez|: 1.2614 E0
|E|^2 at the peak of Ex: 2.4088 E0^2
|E|^2 at the zero of Ex: 1.5912 E0^2
TM dark/bright ratio: 0.6606
Box half-width: 10.00 nm
Box half-height: 36.57 nm
Net outward flux, side walls: -49.439 E0 nm
Net outward flux, top and bottom: 49.439 E0 nm
TM contrast in resist: 0.2044
TM contrast in water: -0.1089
TE contrast: 1.0000
Contrast, equal TE and TM in resist: 0.6022
Pitch of zero TM contrast in resist: 80.28 nm
Dark fringe: sideways supply / absorbed power: 1.00000
Downward flux, dark/bright: 7.4e-31
Dark/bright ratio with absorption: 0.66024
Dark/bright ratio without absorption: 0.66060
Amplitude of weaker beam: 0.90 E0
TM contrast with unequal beams: 0.2033
Three beams: position where Ex vanishes: 65.06 nm
Three beams: |Ez|^2 there / its peak: 0.5849
Illumination shift in numerical aperture: 0.10
TM contrast with shifted illumination: 0.1998
Standing-wave period in depth: 73.15 nm
Local dark/bright ratio, lowest: 0.4976
Local dark/bright ratio, highest: 0.8770
Film-averaged dark/bright ratio, lowest: 0.6222
Film-averaged dark/bright ratio, highest: 0.7014
```
